# The thermal rate constant from the cumulative reaction probability: two derivations: test program

```python
"""
Result under test:  k(T) Q_r(T) = (1/(2 pi hbar)) * integral N(E) exp(-E/kT) dE
  k    thermal bimolecular rate constant
  Q_r  reactant partition function per volume (relative + internal motion)
  N    cumulative reaction probability, sum of (2J+1)|S|^2 over all
       open reactant and product channels at total energy E
For a staircase N(E) this becomes Eyring's k = (kT/h)(Q_ts/Q_r) exp(-V0/kT).
Model A: four internal states coupled inside a sphere (hbar = mu = a = kT = 1).
Model B: barrier reaction with a rigid transition state, in eV and angstrom.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.special import spherical_jn, spherical_yn, spherical_kn, lpmv

# ---------- direction average of the incoming plane-wave components ----------
rng = np.random.default_rng(5)
wave_number = 1.3
cos_nodes, cos_weights = np.polynomial.legendre.leggauss(12)
phi = 2 * np.pi * np.arange(16) / 16
components = []
for l in range(3):
    for m in range(-l, l + 1):
        am = abs(m)
        norm = math.sqrt((2*l + 1) / (4*np.pi)
                         * math.factorial(l - am) / math.factorial(l + am))
        Y = norm * lpmv(am, l, cos_nodes)[:, None] * np.exp(1j * m * phi)
        components.append(2 * np.pi / wave_number * 1j**l * Y.conj())
components = np.array(components)
transition = rng.normal(size=(9, 9)) + 1j * rng.normal(size=(9, 9))
out = np.einsum('ab,bxp->axp', transition, components)
direction_average = np.sum(np.sum(abs(out)**2, axis=0).mean(axis=1)
                           * cos_weights) / 2
trace_form = np.pi / wave_number**2 * np.sum(abs(transition)**2)
assert abs(direction_average / trace_form - 1) < 1e-11

# ---------- Model A: exact multichannel scattering ----------
thresholds = np.array([0.0, 0.8, 0.5, 1.6])
reactants, products = [0, 1], [2, 3]
coupling = np.array([[0.0, 0.2, 0.7, 0.3],
                     [0.2, 0.0, 0.4, 0.6],
                     [0.7, 0.4, 0.0, 0.2],
                     [0.3, 0.6, 0.2, 0.0]])
inner_shift = 1.0
inner_matrix = np.diag(thresholds + inner_shift) + coupling
inner_levels, U = np.linalg.eigh(inner_matrix)
lmax = 22
ell = np.arange(lmax + 1)
col = ell[:, None]
weight_l = 2 * ell + 1


def hankel(order, x, derivative=False):
    return (spherical_jn(order, x, derivative)
            + 1j * spherical_yn(order, x, derivative))


def boundary_data(E):
    """Logarithmic derivatives at r = 1 of inner and outer radial waves."""
    mom = np.sqrt(abs(2 * (E - thresholds)))
    is_open = E > thresholds
    q = np.sqrt(2 * (E - inner_levels) + 0j)
    inner = (q * spherical_jn(col, q, True) / spherical_jn(col, q)).real
    outer = np.zeros((lmax + 1, 4), complex)
    ko, kc = mom[is_open], mom[~is_open]
    if ko.size:
        outer[:, is_open] = ko * hankel(col, ko, True) / hankel(col, ko)
    if kc.size:
        outer[:, ~is_open] = (kc * spherical_kn(col, kc, True)
                              / spherical_kn(col, kc))
    return mom, is_open, inner, outer


def s_matrices(E):
    """Unitary S for every l, up to channel phases (closed block = identity)."""
    mom, is_open, inner, outer = boundary_data(E)
    gamma = np.zeros((lmax + 1, 4))
    ko = mom[is_open]
    gamma[:, is_open] = 1 / (ko * abs(hankel(col, ko))**2)
    Y = np.einsum('ai,li,bi->lab', U, inner, U)
    L = outer.real + 1j * gamma
    G = np.linalg.inv(Y - L[:, :, None] * np.eye(4))
    root = np.sqrt(gamma)
    return np.eye(4) + 2j * root[:, :, None] * G * root[:, None, :]


def cumulative(E):
    S = s_matrices(E)
    block = S[:, products][:, :, reactants]
    return np.sum(weight_l * np.sum(abs(block)**2, axis=(1, 2)))


angle_x, angle_w = np.polynomial.legendre.leggauss(40)
legendre = np.polynomial.legendre.legvander(angle_x, lmax)


def flux_cross_section(start, finals, speed):
    """Plane wave in one channel; product flux through the sphere r = 2."""
    E = thresholds[start] + speed**2 / 2
    mom, is_open, inner, outer = boundary_data(E)
    system = np.zeros((lmax + 1, 8, 8), complex)
    system[:, :4, :4] = U
    system[:, :4, 4:] = -np.eye(4)
    system[:, 4:, :4] = U[None] * inner[:, None, :]
    system[:, 4:, 4:] = -outer[:, :, None] * np.eye(4)
    source = np.zeros((lmax + 1, 8, 1), complex)
    prefactor = 1j**ell * weight_l
    source[:, start, 0] = prefactor * spherical_jn(ell, speed)
    source[:, 4 + start, 0] = prefactor * speed * spherical_jn(ell, speed, True)
    scattered = np.linalg.solve(system, source)[:, 4:, 0]
    radius, flux = 2.0, 0.0
    for m in finals:
        if is_open[m]:
            k = mom[m]
            edge = hankel(ell, k)
            amp = scattered[:, m]
            psi = legendre @ (amp * hankel(ell, k * radius) / edge)
            dpsi = legendre @ (amp * k * hankel(ell, k * radius, True) / edge)
            flux += (2 * np.pi * radius**2
                     * np.sum(angle_w * (psi.conj() * dpsi).imag))
    return flux / speed


def edge_quadrature(edges, n=40):
    """Gauss rule with nodes crowded at interval ends (threshold cusps)."""
    x, w = np.polynomial.legendre.leggauss(n)
    theta = (x + 1) * np.pi / 4
    xs, ws = [], []
    for a, b in zip(edges[:-1], edges[1:]):
        xs.append(a + (b - a) * np.sin(theta)**2)
        ws.append((b - a) * w * np.pi / 4 * np.sin(2 * theta))
    return np.concatenate(xs), np.concatenate(ws)


energy_edges = np.array([0.0, 0.5, 0.8, 1.6, 8.0, 30.0])


def maxwell_rate(starts, finals):
    """Population-weighted mean of speed times cross section, kT = 1."""
    populations = np.exp(-thresholds[starts])
    populations /= populations.sum()
    total = 0.0
    for pop, n in zip(populations, starts):
        above = energy_edges[energy_edges >= thresholds[n]]
        v, w = edge_quadrature(np.sqrt(2 * (above - thresholds[n])))
        sigma = np.array([flux_cross_section(n, finals, vi) for vi in v])
        density = 4 * np.pi * v**2 * (2 * np.pi)**-1.5 * np.exp(-v**2 / 2)
        total += pop * np.sum(w * density * v * sigma)
    return total


for E in (0.3, 0.7, 1.2, 3.0, 12.0):
    S = s_matrices(E)
    assert np.max(abs(S.conj().transpose(0, 2, 1) @ S - np.eye(4))) < 1e-9

v_test = 2.0
S_test = s_matrices(thresholds[0] + v_test**2 / 2)
sigma_partial = np.pi / v_test**2 * np.sum(
    weight_l * np.sum(abs(S_test[:, products, 0])**2, axis=1))
sigma_flux = flux_cross_section(0, products, v_test)
assert abs(sigma_partial / sigma_flux - 1) < 1e-8

E_nodes, E_weights = edge_quadrature(energy_edges)
N_nodes = np.array([cumulative(E) for E in E_nodes])
boltzmann_integral = np.sum(E_weights * N_nodes * np.exp(-E_nodes))
Q_int_r = np.exp(-thresholds[reactants]).sum()
Q_int_p = np.exp(-thresholds[products]).sum()
Q_trans = (1 / (2 * np.pi))**1.5
k_from_N = boltzmann_integral / (2 * np.pi) / (Q_trans * Q_int_r)
k_forward = maxwell_rate(reactants, products)
k_reverse = maxwell_rate(products, reactants)
assert abs(k_forward / k_from_N - 1) < 1e-6
assert abs(k_forward * Q_int_r / (k_reverse * Q_int_p) - 1) < 1e-6

print("MODEL A, reduced units hbar = mu = a = kT = 1")
print("reactant thresholds:", thresholds[reactants])
print("product thresholds:", thresholds[products])
print("potential matrix inside sphere (order: reactants, products):")
for row in inner_matrix:
    print("  ", row)
for E in (0.4, 0.7, 1.2, 3.0, 6.0):
    print(f"N(E = {E}) = {cumulative(E):.5f}")
print(f"cross section from state 0, speed {v_test}: by flux {sigma_flux:.6f}")
print(f"   same, by partial-wave sum {sigma_partial:.6f}")
print(f"integral N exp(-E) dE = {boltzmann_integral:.6f}")
print(f"Q_int reactants = {Q_int_r:.6f}, products = {Q_int_p:.6f}")
print(f"translational factor of Q = {Q_trans:.6f}")
print(f"k forward, Maxwell average of cross sections = {k_forward:.7f}")
print(f"k forward, from N(E) = {k_from_N:.7f}")
print(f"k reverse, Maxwell average of cross sections = {k_reverse:.7f}")
print(f"k_f Q_r = {k_forward*Q_trans*Q_int_r:.7f}, "
      f"k_r Q_p = {k_reverse*Q_trans*Q_int_p:.7f}")

# ---------- Model B: barrier reaction, energies in eV, lengths in angstrom ----
mass_u, d, V0, width = 1.0, 1.5, 0.40, 0.5
mass = mass_u * const.atomic_mass
hbar2_over_mass = const.hbar**2 / mass / const.e * 1e20
B_rot = hbar2_over_mass / (2 * d**2)
kB_eV = const.k / const.e
temperatures = (300.0, 1000.0)


def numerov_transmission(E):
    """Integrate the 1D Schroedinger equation from the transmitted side."""
    step, half = 0.001, 12 * width
    x = np.linspace(-half, half, int(round(2 * half / step)) + 1)
    step = x[1] - x[0]
    V = V0 / np.cosh(x / width)**2
    k = np.sqrt(2 * E / hbar2_over_mass)
    c = step**2 / 12 * 2 / hbar2_over_mass
    right, here = np.exp(1j * k * step), np.ones(len(E), complex)
    f_right, f_here = 1 - c * (V[-1] - E), 1 - c * (V[-2] - E)
    for i in range(len(x) - 3, -1, -1):
        f_left = 1 - c * (V[i] - E)
        left = ((12 - 10 * f_here) * here - f_right * right) / f_left
        right, here, f_right, f_here = here, left, f_here, f_left
    incoming = abs(right - here * np.exp(-1j * k * step)) / (2*np.sin(k*step))
    return 1 / incoming**2


def sech2_transmission(E):
    """Closed form for the same barrier; zero for negative energy."""
    k = np.sqrt(2 * np.maximum(E, 0) / hbar2_over_mass)
    s = np.sinh(np.pi * k * width)**2
    root = math.sqrt(8 * V0 * width**2 / hbar2_over_mass - 1)
    return s / (s + math.cosh(np.pi / 2 * root)**2)


gx, gw = np.polynomial.legendre.leggauss(80)
cuts = [0.0, V0, 2 * V0, V0 + 40 * kB_eV * max(temperatures)]
eps = np.concatenate([a + (b-a)*(gx+1)/2 for a, b in zip(cuts[:-1], cuts[1:])])
eps_w = np.concatenate([(b-a)/2*gw for a, b in zip(cuts[:-1], cuts[1:])])
P = numerov_transmission(eps)
assert np.max(abs(P / sech2_transmission(eps) - 1)) < 1e-4

L = np.arange(121)
levels = B_rot * L * (L + 1)


def N_smooth(E):
    E = np.atleast_1d(E)
    return sech2_transmission(E[:, None] - levels) @ (2 * L + 1)


def N_stair(E):
    E = np.atleast_1d(E)
    return np.searchsorted(levels, E - V0, side='right').astype(float)**2


def averaged_rate(N_function, T, E_low, points):
    """Midpoint Maxwell average of speed * cross section, in cm^3/s."""
    kT = kB_eV * T
    dE = (V0 + 40 * kT - E_low) / points
    E = E_low + (np.arange(points) + 0.5) * dE
    sigma = np.pi * hbar2_over_mass / (2 * E) * N_function(E) * 1e-16
    speed = np.sqrt(2 * E * const.e / mass) * 100
    f = 2 / np.sqrt(np.pi) * kT**-1.5 * np.sqrt(E) * np.exp(-E / kT)
    return np.sum(f * speed * sigma) * dE


print("MODEL B, barrier reaction")
print(f"mu = {mass_u} u, d = {d} A, V0 = {V0} eV, barrier length b = {width} A")
print(f"rotational constant of transition state B = {B_rot:.6e} eV")
E_show = 0.5
unit_sigma = np.pi * hbar2_over_mass / (2 * E_show)
print(f"at E = {E_show} eV: pi/k^2 = {unit_sigma:.6f} A^2")
print(f"   N smooth = {N_smooth(E_show)[0]:.3f}, "
      f"N staircase = {N_stair(E_show)[0]:.0f}")
print(f"   cross section smooth = {unit_sigma*N_smooth(E_show)[0]:.4f} A^2")
print(f"   cross section staircase = {unit_sigma*N_stair(E_show)[0]:.4f} A^2")
print(f"   line-of-centres value = {np.pi*d**2*(1-V0/E_show):.4f} A^2")
print(f"P at the barrier top, E = V0: "
      f"{numerov_transmission(np.array([V0]))[0]:.4f}")

kappas = []
for T in temperatures:
    kT = kB_eV * T
    Q_ts = np.sum((2 * L + 1) * np.exp(-levels / kT))
    Q_r = (mass * const.k * T / (2*np.pi*const.hbar**2))**1.5 * 1e-6
    frequency = const.k * T / const.h
    k_eyring = frequency * Q_ts / Q_r * math.exp(-V0 / kT)
    integrand = eps_w * P * np.exp(-(eps - V0) / kT) / kT
    kappa = integrand.sum()
    below = integrand[eps < V0].sum() / kappa
    kappas.append(kappa)
    k_tunnel = kappa * k_eyring
    mean_speed = math.sqrt(8 * const.k * T / (np.pi * mass)) * 100
    k_centres = np.pi * d**2 * 1e-16 * mean_speed * math.exp(-V0 / kT)
    # midpoint error at each jump is at most half a cell, 5e-5 kT
    k_stair_direct = averaged_rate(N_stair, T, V0, 400000)
    k_smooth_direct = averaged_rate(N_smooth, T, 0.0, 5000)
    assert abs(k_stair_direct / k_eyring - 1) < 1e-4
    assert abs(k_smooth_direct / k_tunnel - 1) < 1e-4
    # leading quantum correction to the classical rotor sum is B/(3kT)
    assert abs(k_eyring / k_centres - 1 - B_rot/(3*kT)) < (B_rot / kT)**2
    print(f"T = {T:.0f} K: kT = {kT:.6f} eV, kT/h = {frequency:.5e} 1/s")
    print(f"   Q_ts = {Q_ts:.4f}, Q_r = {Q_r:.5e} cm^-3")
    print(f"   exp(-V0/kT) = {math.exp(-V0/kT):.5e}")
    print(f"   k Eyring = {k_eyring:.5e} cm^3/s")
    print(f"   k staircase, Maxwell average = {k_stair_direct:.5e} cm^3/s")
    print(f"   k line-of-centres = {k_centres:.5e} cm^3/s")
    print(f"   kappa = {kappa:.4f}, share from below V0 = {below:.4f}")
    print(f"   k with tunnelling = {k_tunnel:.5e} cm^3/s")
    print(f"   same, Maxwell average = {k_smooth_direct:.5e} cm^3/s")
assert kappas[0] > kappas[1] > 1

print("finished without a failed check")
```

Running it gives:

```
MODEL A, reduced units hbar = mu = a = kT = 1
reactant thresholds: [0.  0.8]
product thresholds: [0.5 1.6]
potential matrix inside sphere (order: reactants, products):
   [1.  0.2 0.7 0.3]
   [0.2 1.8 0.4 0.6]
   [0.7 0.4 1.5 0.2]
   [0.3 0.6 0.2 2.6]
N(E = 0.4) = 0.00000
N(E = 0.7) = 0.07591
N(E = 1.2) = 0.21506
N(E = 3.0) = 0.92983
N(E = 6.0) = 1.68079
cross section from state 0, speed 2.0: by flux 0.288149
   same, by partial-wave sum 0.288149
integral N exp(-E) dE = 0.208280
Q_int reactants = 1.449329, products = 0.808427
translational factor of Q = 0.063494
k forward, Maxwell average of cross sections = 0.3602215
k forward, from N(E) = 0.3602215
k reverse, Maxwell average of cross sections = 0.6457965
k_f Q_r = 0.0331487, k_r Q_p = 0.0331487
MODEL B, barrier reaction
mu = 1.0 u, d = 1.5 A, V0 = 0.4 eV, barrier length b = 0.5 A
rotational constant of transition state B = 9.289243e-04 eV
at E = 0.5 eV: pi/k^2 = 0.013132 A^2
   N smooth = 109.602, N staircase = 100
   cross section smooth = 1.4393 A^2
   cross section staircase = 1.3132 A^2
   line-of-centres value = 1.4137 A^2
P at the barrier top, E = V0: 0.5284
T = 300 K: kT = 0.025852 eV, kT/h = 6.25099e+12 1/s
   Q_ts = 28.1658, Q_r = 9.76522e+23 cm^-3
   exp(-V0/kT) = 1.90676e-07
   k Eyring = 3.43783e-17 cm^3/s
   k staircase, Maxwell average = 3.43781e-17 cm^3/s
   k line-of-centres = 3.39685e-17 cm^3/s
   kappa = 2.5786, share from below V0 = 0.7072
   k with tunnelling = 8.86495e-17 cm^3/s
   same, Maxwell average = 8.86495e-17 cm^3/s
T = 1000 K: kT = 0.086173 eV, kT/h = 2.08366e+13 1/s
   Q_ts = 93.1009, Q_r = 5.94293e+24 cm^-3
   exp(-V0/kT) = 9.64026e-03
   k Eyring = 3.14680e-12 cm^3/s
   k staircase, Maxwell average = 3.14680e-12 cm^3/s
   k line-of-centres = 3.13551e-12 cm^3/s
   kappa = 1.0943, share from below V0 = 0.1872
   k with tunnelling = 3.44349e-12 cm^3/s
   same, Maxwell average = 3.44349e-12 cm^3/s
finished without a failed check
```
